\section*{The high-energy power law for photoionisation of hydrogen-like states, part 3}

A spinless, non-relativistic electron in the field of a fixed point charge $Z$ absorbs a dipole photon of energy $\omega$ (Hartree atomic units, $c=1/\alpha$). It passes from $g=u_{nl}$, $E_n=-\kappa^2/2$, $\kappa=Z/n$, to $f=u_{EL}$, $E=k^2/2$, $L=l\pm1$. Radial functions are positive near $r=0$; $\eta=Z/k>0$, $\epsilon=\kappa/k$, $x=kr$. The high-energy law is
\begin{equation}
\sigma_{nl}(\omega)=\mathcal C_{nl}\,\omega^{-l-7/2}\left[1-\pi\eta+O(\eta^2)\right],\qquad
\mathcal C_{nl}=\frac{8\pi\alpha}{3}\,Z^2a^2\,G_l\,2^{-l-1/2},
\label{result}
\end{equation}
\begin{equation}
u_{nl}=a\,r^{l+1}\left[1-\frac{Zr}{l+1}+O(r^2)\right],
\label{cusp}
\end{equation}
\begin{equation}
a^2=\left(\frac{2Z}{n}\right)^{2l+3}\frac{(n+l)!}{2n\,(n-l-1)!\,[(2l+1)!]^2}
=\frac{(2Z)^{2l+3}}{2n^3[(2l+1)!]^2}\prod_{s=1}^{l}\left(1-\frac{s^2}{n^2}\right).
\label{a2}
\end{equation}
Section~\ref{sec:forms} used $H_L=-\frac12\frac{d^2}{dr^2}+\frac{L(L+1)}{2r^2}-\frac{Z}{r}$, $\Lambda=l+1$ or $-l$ for $L=l+1$ or $l-1$, $R_L=\int_0^\infty frg\,dr$, $V_L=\int_0^\infty fw\,dr$, and exponentially decaying $h$:
\begin{equation}
\int_0^\infty f\,(H_L-E_n)h\,dr=\omega\int_0^\infty f\,h\,dr+\tfrac12\lim_{r\to0}\left(fh'-f'h\right).
\label{green}
\end{equation}
\begin{equation}
(H_L-E_n)(rg)=-g'+\frac{\Lambda g}{r}=-w,\qquad w\equiv g'-\frac{\Lambda g}{r}.
\label{first}
\end{equation}
\begin{equation}
(H_L-E_n)w=\left[\frac{l(l+1)-\Lambda(\Lambda-1)}{r^3}-\frac{Z}{r^2}\right]g=-\frac{Z g}{r^2}.
\label{second}
\end{equation}
\begin{equation}
\omega^2R_L=-\omega V_L=A_L,\qquad A_L=Z\int_0^\infty \frac{u_{EL}\,u_{nl}}{r^2}\,dr .
\label{acc}
\end{equation}
\begin{equation}
\sigma_{nl}=\frac{4\pi^2\alpha}{3\,\omega^3}\sum_{L=l\pm1}\frac{\max(l,L)}{2l+1}\,A_L^2 .
\label{sigA}
\end{equation}
\begin{equation}
u_{EL}(r)=\sqrt{\frac{2}{\pi k}}\;F_L(\eta,kr),
\label{enorm}
\end{equation}
with $F_L(0,x)=xj_L(x)$. Section~\ref{sec:limit} showed that $J_L(\mu;\eta,\epsilon)=\int_0^\infty x^{\mu-1}F_Le^{-\epsilon x}dx$ is analytic around $\eta=\epsilon=0$, with value $K(\mu,L)$ there, where $K(\mu,\nu)=\lim_{\epsilon\to0^+}\int_0^\infty x^\mu j_\nu e^{-\epsilon x}dx$. Also $K(1,0)=1$, $K(3,0)=-2$, $K(l+1,l-1)=0$, and
\begin{equation}
K(0,1)=1,\qquad K(\mu,\nu+1)=(\mu+\nu)\,K(\mu-1,\nu)\quad(\mu\ge1).
\label{Krec}
\end{equation}
\begin{equation}
A_L=Za\sqrt{\frac{2k}{\pi}}\;k^{-l-1}\left[I_L+O(\eta)\right],\qquad I_L=K(l,L).
\label{Alaw}
\end{equation}
\begin{equation}
I_{l+1}=2^l\,l!,\qquad I_{l-1}=2^{l-1}(l-1)! .
\label{IL}
\end{equation}
\begin{equation}
\sigma_{nl}\to\frac{4\pi^2\alpha}{3\omega^3}\,\frac{2}{\pi}\,Z^2a^2\,G_l\,k^{-2l-1},\qquad
G_l=\frac{(l+1)I_{l+1}^2+l\,I_{l-1}^2}{2l+1}.
\label{assembly}
\end{equation}
\begin{equation}
\frac{\sigma_{l\to l+1}}{\sigma_{l\to l-1}}\to\frac{(l+1)I_{l+1}^2}{l\,I_{l-1}^2}=4l(l+1).
\label{chratio}
\end{equation}
$A_L^{\rm law}$ is the leading term of \eqref{Alaw}; $A_L^{\rm free}$ has $\eta=0$ in $F_L$:
\begin{equation}
\frac{A_L^{\rm free}}{Za\sqrt{2k/\pi}\,k^{-l-1}I_L}=1-\frac{\eta}{l+1}\,\frac{K(l+1,L)}{I_L}+O(\eta^2).
\label{Afree}
\end{equation}
Exactly,
\begin{equation}
R_L=\sqrt{\frac{2}{\pi k}}\;C_L\,k^{L+1}a\,(2L+1)!\;e^{-2\eta\theta}\,S_L(k^2),\qquad S_L=\sum_{j=0}^N\beta_j\,\mathcal P_{p_j}D^{-L-1-p_j},
\label{Rexact}
\end{equation}
where $C_L=\frac{2^Le^{\pi\eta/2}|\Gamma(L+1+i\eta)|}{(2L+1)!}$, $D=\kappa^2+k^2$, $\theta=\arctan\frac{k}{\kappa}$, $N=n-l-1$, $p_j=l+2-L+j$, $u_{nl}=ar^{l+1}e^{-\kappa r}\sum_j\beta_jr^j$, and $(-\partial_\kappa)^p[D^{-L-1}e^{-2\eta\theta}]=\mathcal P_pD^{-L-1-p}e^{-2\eta\theta}$ at fixed $k,Z$. With state-dependent $c_{nl}$,
\begin{equation}
\frac{\sigma_{nl}}{\mathcal C_{nl}\,\omega^{-l-7/2}}=e^{-\pi\eta}\left[1+c_{nl}\,\eta^2+O(\eta^4)\right],
\label{ratio}
\end{equation}
\begin{equation}
\frac{d\ln\sigma_{nl}}{d\ln\omega}=-l-\frac72+\frac{\pi\eta}{2}-c_{nl}\eta^2+\frac{\pi\eta^3}{2n^2}+O(\eta^4).
\label{slope}
\end{equation}
For $2p$,
\begin{equation}
\frac{A_0}{A_0^{\rm law}}=\frac{C_0\,e^{-2\eta\theta}}{1+\eta^2/4},\qquad
\frac{A_2}{A_2^{\rm law}}=\frac{A_0}{A_0^{\rm law}}\sqrt{\frac{1+\eta^2}{1+\eta^2/4}} .
\label{2pA}
\end{equation}
\begin{equation}
c_{2p}=\frac{61}{24}-\frac{\pi^2}{6}.
\label{c2p}
\end{equation}

\section{Free final waves in the velocity and length forms}

The equality of the three forms in \eqref{acc} was derived for exact eigenstates of the same Hamiltonian and is not guaranteed for approximate states. In the acceleration form a free final wave gives the exact leading term, because the operator already contains one power of $Z$ and the integral that multiplies it does not vanish at $Z=0$. The other forms behave differently. Let $f_0=\sqrt{2k/\pi}\,r\,j_L(kr)$, an eigenfunction of $H_L^0=H_L+Z/r$ with energy $E$. Adding $Zw/r$ to both sides of \eqref{second} and using \eqref{green} with $H_L^0$ and $f_0$, for which the surface terms vanish as before,
\begin{equation}
-\omega V_L^{\rm free}=Z\int_0^\infty f_0\left(\frac{g}{r^2}-\frac wr\right)dr .
\label{Vfree}
\end{equation}
The integrand is again a polynomial times $e^{-\kappa r}$ times $j_L$, so Section~\ref{sec:limit} applies and the lowest power of $r$ dominates. For $L=l+1$, \eqref{cusp} gives $w\to-aZr^{l+1}/(l+1)$. The term $w/r$ is one power higher than $g/r^2\to ar^{l-1}$, so the leading term is the correct one; moreover $w/r$ cancels the cusp term $-aZr^l/(l+1)$ of $g/r^2$, so that $V_{l+1}^{\rm free}$ has no correction of first order in $\eta$. For $L=l-1$, $w/r\to(2l+1)ar^{l-1}$ is of the same order as $g/r^2$, the bracket tends to $-2l\,ar^{l-1}$, and
\begin{equation}
-\omega V_{l+1}^{\rm free}\to A_{l+1}^{\rm law},\qquad -\omega V_{l-1}^{\rm free}\to-2l\,A_{l-1}^{\rm law}.
\end{equation}
The next power in the second case multiplies $K(l+1,l-1)=0$, so it too has no first-order correction. The free-wave velocity form gives the right exponent, but in the channel $l-1$ the amplitude has the wrong sign and is too large by the factor $2l$ at arbitrarily high energy. Since $2l\,I_{l-1}=I_{l+1}$, $G_l$ is replaced by $(2^ll!)^2$, and the cross section is too large by
\begin{equation}
\frac{4^l\,(l!)^2}{(2l+1)\,4^{l-1}\,l!\,(l-1)!}=\frac{4l}{2l+1}\qquad(l\ge1),
\label{PWfactor}
\end{equation}
while it is correct for $l=0$. The reason lies in the small-$r$ form of $w$. For $L=l-1$ it begins with $(2l+1)ar^l$, which carries no factor $Z$; with a free wave this term multiplies $K(l+1,l-1)=0$, so the element starts one order higher in $\eta$, and the change of the final wave at first order in $\eta$, acting on that term, contributes at the same order. For $L=l+1$, $w$ already begins at order $Z$ and multiplies the nonzero $K(l+2,l+1)$, so the distortion is only a correction. The length form fares worse. Adding $Zg$ to \eqref{first} gives $\omega^2R_L^{\rm free}=-\omega V_L^{\rm free}+\omega Z\int f_0g\,dr$, and for $L=l+1$ the extra term, with $\omega\to k^2/2$, adds $\tfrac12K(l+2,l+1)=(l+1)I_{l+1}$ to $I_{l+1}$, where $K(l+2,l+1)=2^{l+1}(l+1)!$ is the second formula of \eqref{IL} with $l$ raised by two. The amplitude is then too large by the factor $l+2$, even for $s$ states. For $L=l-1$ the recurrence \eqref{Krec} ends at $K(3,0)=-2$ and gives $\tfrac12K(l+2,l-1)=-l\,I_{l-1}$, which adds to the $-2l\,I_{l-1}$ of the velocity form, so that the amplitude has the wrong sign and is too large by the factor $3l$.

For hydrogen at $k=30\,a_0^{-1}$, composite Gauss--Legendre quadrature of the free-wave integrals out to $r=150\,a_0$ gives the following magnitudes relative to $A_L^{\rm law}$.
\begin{center}
\begin{tabular}{llcc}
state & $L$ & $A_L^{\rm free}$ & $\omega|V_L^{\rm free}|$\\
$2p$ & 2 & 0.9613 & 0.9994\\
$2p$ & 0 & 0.9997 & 1.9989\\
$3d$ & 3 & 0.9676 & 0.9996\\
$3d$ & 1 & 0.9998 & 3.9985
\end{tabular}
\end{center}
The deficits of the acceleration elements for $L=l+1$ are close to $3\pi/240$ and $5\pi/480$, the first-order terms of \eqref{Afree} at $\eta=1/30$. Summed over channels, the free-wave velocity cross sections are $1.332$ and $1.599$ times the leading term \eqref{assembly}, against the limits $4/3$ and $8/5$ of \eqref{PWfactor}.

\section{Hydrogen $2p$ at 200 hartree}
\label{sec:example}

Take $Z=1$, $n=2$, $l=1$ and $\omega=200$ hartree. With $1\ \text{hartree}=27.21139$ eV this is $5442$ eV, which is $1600$ times the ionisation energy of $0.125$ hartree. The constants are $\alpha=0.007297353$ and $a_0^2=2.80029\times10^{7}$ barn. Six figures are kept below in order to follow the corrections within the model; the model itself does not describe the atom to that accuracy at this energy. The kinematics and \eqref{a2} give
\begin{equation*}
k=\sqrt{400-0.25}=19.99375\ a_0^{-1},\qquad\eta=1/k=0.050016,\qquad a=\sqrt{1/24}=0.204124\ a_0^{-5/2}.
\end{equation*}
The leading terms of \eqref{Alaw}, in atomic units, are
\begin{align*}
A_0^{\rm law}&=0.204124\times\sqrt{2\times19.99375/\pi}\,/\,399.75=1.82177\times10^{-3},\\
A_2^{\rm law}&=2A_0^{\rm law}=3.64354\times10^{-3}.
\end{align*}
The exact elements from \eqref{2pA} are $A_0=1.68382\times10^{-3}$ and $A_2=3.37079\times10^{-3}$. The same six figures come out of a direct evaluation of \eqref{acc} that does not use the closed form. There the radial equation is started from its power series near the origin and integrated outward to $r=70\,a_0$ with an eighth-order Dormand--Prince method, together with the integrals. The solution is normalised by its WKB amplitude: with the local wave number $q^2=k^2+2Z/r-L(L+1)/r^2$, a solution $u=B'q^{-1/2}\sin\varphi$, $\varphi'=q$, has $B'^2=qu^2+(u'+uq'/2q)^2/q$, and \eqref{enorm} requires $B'^2=2/\pi$.

Equation \eqref{sigA} gives the partial cross sections
\begin{align*}
\sigma_{p\to d}&=\frac{4\pi^2\times0.007297353}{3\times200^3}\times\frac23\times(3.37079\times10^{-3})^2=9.09255\times10^{-14}\ a_0^2,\\
\sigma_{p\to s}&=\frac{4\pi^2\times0.007297353}{3\times200^3}\times\frac13\times(1.68382\times10^{-3})^2=1.13444\times10^{-14}\ a_0^2 .
\end{align*}
Their ratio is $8.0150$, the value of $8(1+\eta^2)/(1+\eta^2/4)$, and close to the limit $8$ of \eqref{chratio}. Their sum is $\sigma_{2p}=1.02270\times10^{-13}\,a_0^2=2.864\times10^{-6}$ barn. The constant of the law is
\begin{equation*}
\mathcal C_{2p}=\frac{8\pi\times0.007297353}{3}\times\frac{1}{24}\times3\times2^{-3/2}=2.70177\times10^{-3}\ a_0^2\,\text{hartree}^{9/2},
\end{equation*}
and $\mathcal C_{2p}\times200^{-9/2}=1.19403\times10^{-13}\,a_0^2=3.344\times10^{-6}$ barn. The exact cross section is $0.85651$ of the law: at $1600$ times the threshold energy it still lies about $14\%$ below the asymptotic value, relative to that value. The linear estimate is $1-\pi\eta=0.84287$ and the exponential is $e^{-\pi\eta}=0.85459$. The remainder is accounted for by \eqref{ratio} and \eqref{c2p}: $0.85459\times[1+(61/24-\pi^2/6)\times0.050016^2]=0.85651$. The local exponent, from a central difference of the closed form, is $-4.42363$. The first three terms of \eqref{slope} give $-4.5+\pi\eta/2=-4.42144$, and the next two, $-c_{2p}\eta^2+\pi\eta^3/8$, bring this to $-4.42363$. Solving for the energy at which the ratio reaches $0.9$, by root finding on the closed form, gives $\omega=436$ hartree, about $11.9$ keV.

The region that determines the element can be probed by multiplying the integrand of \eqref{acc} by $e^{-(r/r_c)^2}$ with $r_c=10/k=0.500\,a_0$. The probability of finding the $2p$ electron inside $r_c$, the integral of $u_{21}^2$ from $0$ to $r_c$, is $1.7\times10^{-4}$. The numerical integration described above gives $0.9587$ of $A_2$ and $1.0213$ of $A_0$ with the cutoff in place. These shares can be estimated. The Gaussian $e^{-x^2/X^2}$, $X=kr_c$, is the average of $e^{iyx}$ over a normal distribution of $y$ with variance $2/X^2$, so the cut integral is the average of $J_L(\epsilon-iy)$. The function $J_L$ is analytic for $|\epsilon-iy|<1$ and the weight at $|y|\sim1$ is of order $e^{-X^2/4}$, so a Taylor expansion may be used. It gives $J_L-X^{-2}\partial_\epsilon^2J_L$, and at leading order in $\eta$ the share is $1-K(l+2,L)/(X^2I_L)$. With $K(3,2)=8$, $I_2=2$, $K(3,0)=-2$, $I_0=1$ and $X=10$ the shares are $1-4/100$ and $1+2/100$, in line with the integrated values. The cutoff changes the elements by a few per cent although it removes nearly all of the electron density.

The dependence on $n$ follows $a^2$. From \eqref{Rexact}, $\sigma_{3p}/\sigma_{2p}=0.35091$ at $200$ hartree, while \eqref{a2} gives $a_{3p}^2/a_{2p}^2=256/729=0.35117$; the factor $e^{-\pi\eta}$ nearly cancels in the quotient, and the difference is of relative order $\eta^2$.

The closed form \eqref{Rexact} gives, for five states of hydrogen, the constant $\mathcal C_{nl}$ in $a_0^2\,\text{hartree}^{\,l+7/2}$ and the ratio of the exact cross section to the law at three photon energies in hartree.
\begin{center}
\begin{tabular}{lcccc}
state & $\mathcal C_{nl}$ & $\omega=2$ & $\omega=20$ & $\omega=200$\\
$1s$ & $1.729\times10^{-1}$ & 0.287 & 0.634 & 0.858\\
$2s$ & $2.161\times10^{-2}$ & 0.255 & 0.623 & 0.857\\
$2p$ & $2.702\times10^{-3}$ & 0.251 & 0.621 & 0.857\\
$3p$ & $9.488\times10^{-4}$ & 0.237 & 0.617 & 0.856\\
$3d$ & $3.514\times10^{-5}$ & 0.240 & 0.618 & 0.856
\end{tabular}
\end{center}
The ratio depends little on the state at $20$ and $200$ hartree, as \eqref{ratio} implies when $c_{nl}\eta^2$ is small. At $2$ hartree $\eta$ exceeds $\tfrac12$, the linear factor $1-\pi\eta$ of \eqref{result} is negative and of no use, and the law overestimates the cross section by factors from 3.5 ($1s$) to 4.2 ($3p$). The local exponents are as follows.
\begin{center}
\begin{tabular}{lcccc}
state & $\omega=2$ & $\omega=20$ & $\omega=200$ & limit\\
$1s$ & $-2.99$ & $-3.29$ & $-3.43$ & $-3.5$\\
$2s$ & $-2.90$ & $-3.27$ & $-3.42$ & $-3.5$\\
$2p$ & $-3.89$ & $-4.27$ & $-4.42$ & $-4.5$\\
$3p$ & $-3.84$ & $-4.27$ & $-4.42$ & $-4.5$\\
$3d$ & $-4.85$ & $-5.27$ & $-5.42$ & $-5.5$
\end{tabular}
\end{center}
The step of one unit per unit of $l$ is established well before the exponents reach their limits, because the leading shift $\pi\eta/2$ is common to all states. Among states of the same $n$, which have the same $\eta$, the exponents differ from whole-number steps only at order $\eta^2$.

\section{Range of validity}

Equation \eqref{result} is a limit of the non-relativistic dipole model at fixed $n$, $l$, $Z$. For a real one-electron atom it holds in a window of energies, and it describes photoabsorption alone. Compton scattering, which is of second order in the field and lies outside the model, also ejects the electron; its cross section is near the Thomson value $8\pi\alpha^4a_0^2/3\approx0.67$ barn, so at $200$ hartree it exceeds $\sigma_{2p}$ of hydrogen by more than $10^5$ and $\sigma_{1s}$ by about an order of magnitude. The lower edge is set by $\pi Z/k\ll1$, and in the scaled variable $\omega/Z^2$ it is the same for all ions of the sequence, since the ratio \eqref{ratio} depends on $Z$ only through $\eta$.

The upper edge comes from retardation and relativity, and the following statements about it are estimates of order, not results derived above. The dipole approximation replaces $e^{i\mathbf K\cdot\mathbf r}$, $|\mathbf K|=\omega/c$, by unity. Since the absorption takes place at $r\sim1/k$, the expansion parameter is $\omega/ck\approx k/2c$, half the electron speed in units of $c$, and not the product of $|\mathbf K|$ with the size of the orbit. The term of first order in $\mathbf K$ leads to final states of parity opposite to those reached by the dipole operator, so its interference with the dipole amplitude distorts the angular distribution but cancels in the total cross section; there the corrections begin at second order in $k/c$, together with the relativistic ones, with coefficients that are not computed here. In the example $\omega/ck=0.073$ at $200$ hartree and $0.108$ at $436$ hartree. The two conditions read $Z\ll k\ll c$. A window exists only for $Z\alpha\ll1$, and even for hydrogen the pure power law becomes accurate to $10\%$ only where $\omega/ck$ is already about a tenth. Retaining the factor $e^{-\pi\eta}$ of \eqref{ratio} extends the law to lower energy. For hydrogen at $20$ hartree, $\mathcal C_{nl}\,\omega^{-l-7/2}e^{-\pi\eta}$ lies $2\%$ ($2p$) and $5\%$ ($1s$) below the exact value, where the bare power lies about $60\%$ above it; at $2$ hartree it is $21\%$ and $43\%$ low.

The derivation used the Coulomb singularity through the force $Z/r^2$. The behaviour $ar^{l+1}$ of the regular solution does not require that singularity; it holds for any potential that grows no faster than $r^{-s}$ with some $s<2$ as $r\to0$. A nucleus of finite radius removes the singular force inside that radius, so the law also requires $1/k$ to be large compared with the nuclear radius; this holds amply for $k\ll c$. For an electron in a central potential that tends to $-Z/r$ plus a constant at small $r$, the steps of Section~\ref{sec:forms} go through with $Z/r^2$ replaced by $V'(r)$, and the dominance of $r\sim1/k$ suggests the same leading term with the coefficient $a$ of that orbital; the proof of analyticity given here, however, used the pure Coulomb functions. In an atom with several electrons the final channels of different subshells are coupled by the electron repulsion. A subshell with $l>0$ can then receive amplitude from an $s$ subshell, whose own amplitude falls more slowly, so the exponent $l+\tfrac72$ cannot be carried over without a separate analysis.
